\section*{Spin projection of collinear determinants and its exact quadrature order}

Place one spin-up electron in an orbital $a$ and one spin-down electron in an orbital $b$, both normalized, with real overlap $\sigma=\langle a|b\rangle$. The determinant $\Phi=|a\uparrow\,b\downarrow|$ has $S_z=0$, but unless $\sigma^2=1$ it mixes a singlet with a triplet. To separate them, rotate all spins by an angle $\beta$ about the $y$ axis. With $\hbar=1$, $c=\cos(\beta/2)$ and $s=\sin(\beta/2)$,
\begin{equation}
e^{-i\beta S_y}\uparrow\;=c\uparrow+s\downarrow,\qquad
e^{-i\beta S_y}\downarrow\;=-s\uparrow+c\downarrow .
\label{half}
\end{equation}
The overlap of two determinants is the determinant of the overlaps of their spin orbitals, so
\begin{equation}
f(\beta)=\langle\Phi|e^{-i\beta S_y}|\Phi\rangle
=\det\begin{pmatrix}c&-\sigma s\\ \sigma s&c\end{pmatrix}
=c^2+\sigma^2s^2=\frac{1+\sigma^2}{2}+\frac{1-\sigma^2}{2}\,x ,
\label{two}
\end{equation}
where $x=\cos\beta$, $c^2=(1+x)/2$ and $s^2=(1-x)/2$. A singlet does not change under rotation. A triplet with $S_z=0$ turns like the $z$ component of a vector, so its overlap with its rotated self is $x$. The two coefficients in (\ref{two}) are therefore the singlet weight $w_0$ and the triplet weight $w_1$. They can be extracted by
\begin{equation}
w_0=\frac12\int_{-1}^1 f\,dx,\qquad w_1=\frac32\int_{-1}^1 x f\,dx .
\end{equation}
The first integrand is linear, and the one-point Gauss rule (node $x=0$, weight 2) integrates it exactly. The second is quadratic; the same rule returns zero, and two points are needed. The general case has the same structure: each spin contributes a known function of $\beta$, and the spin sought together with the highest spin present fixes the number of Gauss-Legendre points.

For the general projector, write a rotation as $R(\Omega)=e^{-i\alpha S_z}e^{-i\beta S_y}e^{-i\gamma S_z}$. Its matrix elements within a multiplet are the Wigner functions
\begin{equation}
D^S_{MK}(\Omega)=\langle SM|R|SK\rangle=e^{-i\alpha M}d^S_{MK}(\beta)e^{-i\gamma K},
\end{equation}
with $d^S_{MK}$ real. The derivation below requires a measure unchanged when every rotation is followed by a fixed one. For spin $\tfrac12$ the first column of $R$ is $(u,v)$ with $u=c\,e^{-i(\alpha+\gamma)/2}$ and $v=s\,e^{i(\alpha-\gamma)/2}$. Since $|u|^2+|v|^2=1$, rotations are points on a unit sphere in four real dimensions. Multiplication from the left by a fixed rotation acts on $(u,v)$ unitarily and preserves area on this sphere. With $\theta=\beta/2$ and the two phases as coordinates, the area element is $\cos\theta\sin\theta\,d\theta$ times the phase differentials, that is
\begin{equation}
\frac{\sin\beta}{2}\,\frac{d\beta}{2}\,\frac{d\alpha\,d\gamma}{2}
=\frac18\sin\beta\,d\alpha\,d\beta\,d\gamma .
\end{equation}
Hence $d\Omega=\sin\beta\,d\alpha\,d\beta\,d\gamma$ is invariant. The sphere is covered once by $0\le\alpha<2\pi$, $0\le\beta\le\pi$, $0\le\gamma<4\pi$, with volume $16\pi^2$.

Now fix $K,K'$ and define
\begin{equation}
B_{M'M}=\int d\Omega\,D^{S*}_{MK}(\Omega)D^{S'}_{M'K'}(\Omega).
\end{equation}
Replace $\Omega$ by $g\Omega$, with $g$ a fixed rotation. The integral does not change, while $D(g\Omega)=D(g)D(\Omega)$. This gives $B=D^{S'}(g)\,B\,D^S(g)^\dagger$, or $B D^S(g)=D^{S'}(g)B$. For infinitesimal $g$, $B$ carries each spin matrix of multiplet $S$ into that of $S'$. Applied to $\mathbf S^2$, this yields $[S(S+1)-S'(S'+1)]B=0$, so $B=0$ unless $S=S'$. Applied to $S_z$, it makes $B$ diagonal, and applied to $S_\pm$, it makes the diagonal elements equal. Their common value follows from the trace, because unitarity gives $\sum_M D^{S*}_{MK}D^S_{MK'}=\delta_{KK'}$.

For a fixed number of electrons, all spins that occur differ by integers. The $\gamma$ dependence $e^{i\gamma(K-K')}$ then has period $2\pi$, so the range $0\le\gamma<2\pi$ contributes half the integral, with volume $8\pi^2$:
\begin{equation}
\int d\Omega\,D^{S*}_{MK}D^{S'}_{M'K'}
=\frac{8\pi^2}{2S+1}\,\delta_{SS'}\delta_{MM'}\delta_{KK'} .
\label{orth}
\end{equation}
Let $\tau$ label different multiplets of the same spin. Completeness gives
\begin{equation}
R(\Omega)=\sum_{\tau S'M'K'}|\tau S'M'\rangle D^{S'}_{M'K'}(\Omega)\langle\tau S'K'| .
\end{equation}
Multiplying by $D^{S*}_{MK}$ and integrating with (\ref{orth}) leaves
\begin{equation}
P^S_{MK}=\frac{2S+1}{8\pi^2}\int d\Omega\,D^{S*}_{MK}(\Omega)R(\Omega)
=\sum_\tau|\tau SM\rangle\langle\tau SK| .
\label{proj}
\end{equation}
For $M=K$ this is a projector; for $M\ne K$ it also shifts $S_z$ from $K$ to $M$. Here $S$ must be integer or half-integer according to the electron number. For three spins $\tfrac12$, the integral agrees with operators built from eigenvectors of $\mathbf S^2$ to $6\times10^{-15}$.

A collinear determinant has $N_\alpha$ spin-up and $N_\beta$ spin-down electrons and is an eigenstate of $S_z$ with $M=(N_\alpha-N_\beta)/2$. Take $N_\alpha\ge N_\beta$; otherwise exchange the names of the spins. In $P^S_{MM}$ the $\alpha$ integral is
\begin{equation}
\int_0^{2\pi}d\alpha\,e^{i\alpha(M-S_z)}=2\pi Q_M ,
\end{equation}
where $Q_M$ projects on $S_z=M$, and the $\gamma$ integral gives the same. Since $(2\pi)^2/(8\pi^2)=\tfrac12$,
\begin{equation}
P^S_{MM}=\frac{2S+1}{2}\int_0^\pi d\beta\,\sin\beta\,d^S_{MM}(\beta)\,
Q_M e^{-i\beta S_y}Q_M .
\label{one}
\end{equation}
Between states with $S_z=M$ both factors $Q_M$ act as unity and may be dropped. When the operator acts on a ket alone, the left one must stay. For a doublet with $M=\tfrac12$, the unprojected integral also contains the component $M=-\tfrac12$, with amplitude $\int_0^\pi\sin\beta\,cs\,d\beta=\tfrac12\int_0^\pi\sin^2\beta\,d\beta=\pi/4$. For a noncollinear determinant, which is not an eigenstate of $S_z$, this reduction is not available.

The function $d^S_{MM}$ follows from building spin $S$ as a symmetric product of $2S$ spins $\tfrac12$. Let the monomial $u^{S+M}v^{S-M}$ stand for the state with $S+M$ spins up. By (\ref{half}), rotation replaces $u$ by $cu+sv$ and $v$ by $-su+cv$, and $d^S_{MM}$ is the coefficient of the original monomial. To recover it, take $v$ from $q$ of the first factors and $u$ from $q$ of the second. With $t=c^2=(1+x)/2$,
\begin{equation}
d^S_{MM}=t^M\sum_{q=0}^{S-M}(-1)^q\binom{S+M}{q}\binom{S-M}{q}
t^{S-M-q}(1-t)^q .
\label{d}
\end{equation}
The sum is a polynomial in $x$ of degree $S-M$. In its leading coefficient the signs $(-1)^q$ cancel against those from $(1-t)^q=((1-x)/2)^q$, and $\sum_q\binom{S+M}{q}\binom{S-M}{q}=\binom{2S}{S-M}$. Including $t^M$, the coefficient of the highest power $x^S$ is
\begin{equation}
L_S=2^{-S}\binom{2S}{S-M}>0 .
\end{equation}
For half-integer $M$, $t^M$ contains a square root. The product $d^S_{MM}d^{S'}_{MM}$ contains $t^{2M}$ instead, with $2M$ an integer, and is a true polynomial of degree $2M+(S-M)+(S'-M)=S+S'$.

It remains to find which spins the determinant contains. A unitary mixing of the occupied spin-up orbitals, and another of the spin-down ones, changes $\Phi$ only by a phase, which cancels in $\langle\Phi|\dots|\Phi\rangle$. Choose them by the singular value decomposition of the overlap matrix between the two sets. Each spin-down orbital then overlaps with one spin-up partner only, with singular value $0\le\sigma_i\le1$, and $2M$ spin-up orbitals have no partner. The overlap determinant factorizes: each unpaired orbital gives $c$, and each pair gives the block of (\ref{two}). Therefore
\begin{equation}
f(\beta)=t^M\prod_{i=1}^{N_\beta}\left[\sigma_i^2+(1-\sigma_i^2)t\right]
=t^M\sum_{k=0}^{r}c_k t^k ,
\label{f}
\end{equation}
where $r$ is the number of singular values below 1. A pair with $\sigma_i=1$ is an ordinary closed shell and contributes the factor 1. The $c_k$ are nonnegative, and $c_r=\prod_{\sigma_i<1}(1-\sigma_i^2)>0$.

Decompose $\Phi=\sum_S\Phi_S$ with $w_S=\langle\Phi_S|\Phi_S\rangle$. Rotations do not mix spins, so $f=\sum_S w_S d^S_{MM}$, and by (\ref{one}) $w_S=\frac{2S+1}{2}\int f\,d^S_{MM}\,dx$. The contribution of $t^{M+k}$ is needed. With $dx=2\,dt$ and (\ref{d}), it is
\begin{equation}
a_{kS}=(2S+1)\sum_q(-1)^q\binom{S+M}{q}\binom{S-M}{q}
\int_0^1t^{S+M+k-q}(1-t)^q\,dt .
\end{equation}
The integral equals $(S+M+k-q)!\,q!/(S+M+k+1)!$. Use $\binom{S+M}{q}q!=(S+M)!/(S+M-q)!$ and collect the remaining factorials into a binomial coefficient:
\begin{equation}
a_{kS}=\frac{(2S+1)(S+M)!\,k!}{(S+M+k+1)!}
\sum_q(-1)^q\binom{S-M}{q}\binom{S+M+k-q}{k}.
\end{equation}
The sum is an $(S-M)$-fold difference. Each difference lowers both entries of the binomial by one, since $\binom{N}{k}-\binom{N-1}{k}=\binom{N-1}{k-1}$. The result is $\binom{2M+k}{k-S+M}$, which vanishes for $S>M+k$. Writing it out cancels $(S+M)!$ and gives
\begin{equation}
w_S=\sum_{k=S-M}^{r}c_k\,
\frac{(2S+1)\,k!\,(2M+k)!}{(M+k+S+1)!\,(M+k-S)!} .
\label{w}
\end{equation}
Every term is nonnegative, and the term $k=r$ is positive for $M\le S\le M+r$. The determinant thus contains every spin from $M$ to
\begin{equation}
S_{\max}=M+r
\end{equation}
and no other. A finite basis can limit $r$: in $K$ spatial orbitals, the occupied spin-up and spin-down spaces share at least $N_\alpha+N_\beta-K$ dimensions when this number is positive, and each shared dimension gives $\sigma_i=1$.

The singular values also give the mean squared spin. For small $\beta$, $d^S_{MM}\simeq1-\tfrac12\beta^2\langle S_y^2\rangle$ with $\langle S_y^2\rangle=[S(S+1)-M^2]/2$, while $1-x\simeq\beta^2/2$. The slope of $d^S_{MM}$ at $x=1$ is thus $[S(S+1)-M^2]/2$. The slope of (\ref{f}) there is $[M+\sum_i(1-\sigma_i^2)]/2$. Equating the weighted sum of the former to the latter,
\begin{equation}
\langle\mathbf S^2\rangle=M(M+1)+\sum_i(1-\sigma_i^2).
\label{s2}
\end{equation}

For the energy, let $H$ be free of spin operators, so that it commutes with all rotations; spin-orbit coupling would break this assumption. With $E_S=\langle\Phi_S|H|\Phi_S\rangle/w_S$,
\begin{equation}
\langle\Phi|He^{-i\beta S_y}|\Phi\rangle=\sum_S w_SE_S\,d^S_{MM}(\beta).
\end{equation}
After multiplication by $d^S_{MM}$, the integrands for the norm and the energy are both polynomials of degree at most $S+S_{\max}$. A Gauss-Legendre rule with $n$ points integrates degree $2n-1$ exactly. The condition $2n-1\ge S+S_{\max}$ is first met at
\begin{equation}
n=\left\lfloor\frac{S+S_{\max}}{2}\right\rfloor+1 .
\label{n}
\end{equation}

This count refers to Gauss-Legendre nodes. For $M>0$ every integrand contains the factor $t^{2M}$; a Gauss-Jacobi rule with weight $(1+x)^{2M}$ absorbs it, leaves degree $S+S_{\max}-2M$, and is exact with $\lfloor(S+S_{\max}-2M)/2\rfloor+1$ points. For $M=0$ the two rules coincide.

To see what a shorter Gauss-Legendre rule does, let $x_g,w_g$ be its nodes and weights. It multiplies the component of spin $S'$ by the filter factor
\begin{equation}
F_n(S,S')=\frac{2S+1}{2}\sum_g w_g\,d^S_{MM}(x_g)d^{S'}_{MM}(x_g),
\end{equation}
which should be $\delta_{SS'}$. The first degree not integrated exactly is $2n$. Let $p_n$ be the Legendre polynomial scaled to leading coefficient 1; it vanishes at all nodes. Since $x^{2n}-p_n^2$ has degree below $2n$, the rule gives for $x^{2n}$ the true integral minus $I_n=\int p_n^2\,dx$. The usual $P_n$ has leading coefficient $(2n)!/(2^nn!^2)$ and squared norm $2/(2n+1)$, so
\begin{equation}
F_n(S,S')-\delta_{SS'}=-\frac{2S+1}{2}L_SL_{S'}I_n,\quad
I_n=\frac{2}{2n+1}\left[\frac{2^nn!^2}{(2n)!}\right]^2,
\label{err}
\end{equation}
for $S+S'=2n$. This is never zero. With one point fewer than (\ref{n}), $2n$ equals $S+S_{\max}$ or $S+S_{\max}-1$, so $S'=S_{\max}$ or $S'=S_{\max}-1$ satisfies the condition. For $r\ge1$ both spins are present, and the shortened rule is not the projector. Rules shorter still also failed in every case of a numerical scan over $M\le2$ and $1\le r\le4$.

Three electrons with $M=\tfrac12$ and one pair with $\sigma<1$ show the half-integer case. Equation (\ref{w}) gives $w_{1/2}=\sigma^2+\tfrac23(1-\sigma^2)=(2+\sigma^2)/3$ and $w_{3/2}=(1-\sigma^2)/3$. The doublet needs $\lfloor2/2\rfloor+1=2$ Gauss-Legendre points (a single Gauss-Jacobi point at $x=\tfrac13$ would also be exact). One Gauss-Legendre point, at $t=\tfrac12$, gives $(1+\sigma^2)/2$, too small by $(1-\sigma^2)/6$. This is half the quartet weight, in accord with $F_1(\tfrac12,\tfrac32)=-\tfrac12$ from (\ref{err}). The error disappears as $\sigma\to1$, where the determinant becomes a pure doublet.

As a molecular example, take N$_2$ stretched to $1.80$ \AA\ and a broken-symmetry unrestricted Hartree-Fock (UHF) determinant in the STO-3G basis. There are seven electrons of each spin in ten orbitals, so at least $7+7-10=4$ pairs have $\sigma=1$. The other three have $\sigma=0.636881$, $0.175864$ and $0.175864$, hence $r=S_{\max}=3$. The values $1-\sigma^2$ are $0.594383$ and, twice, $0.969072$. Their sum, $2.532527$, is $\langle\mathbf S^2\rangle$ by (\ref{s2}), and their product divided by 20 is the septet weight $0.0279$ by (\ref{w}). From singlet to septet the weights are $0.291$, $0.472$, $0.209$ and $0.028$. If all three $\sigma$ were zero, (\ref{w}) would give $\tfrac14,\tfrac9{20},\tfrac14,\tfrac1{20}$; the remaining overlap shifts weight toward low spin. The same weights and energies were obtained without rotations, by expanding the determinant in the full configuration-interaction (CI) space and removing unwanted spins with polynomials in $\mathbf S^2$.

The singlet needs $\lfloor3/2\rfloor+1=2$ points, $x=\pm0.577350$, each of weight 1. At the positive node $t=0.788675$, and (\ref{f}) gives $f=0.874392\times(0.795211)^2=0.552931$. At the negative node $f=0.029516$. The ratios of the energy kernel to $f$ are $-107.449735$ and $-107.569555$ hartree, so
\begin{align}
w_0&=\tfrac12(0.552931+0.029516)=0.29122,\\
E_0&=-107.449735-\frac{0.029516}{0.582447}\times0.119820
=-107.45581\ \text{hartree}.
\end{align}
The UHF energy is $-107.43141$ hartree. Projection lowers it by $0.0244$ hartree, or $0.664$ eV, without reoptimizing the orbitals. The full CI singlet in the same basis lies a further $0.0277$ hartree, or $0.752$ eV, below. This gap contains correlation that a projected determinant cannot describe, and also what reoptimizing its orbitals after projection recovers; a local reoptimization of real collinear orbitals regains only about $0.002$ hartree of it. These numbers refer to this small basis. The lowering by projection is $0.73$, $0.74$ and $0.75$ eV in 6-31G, cc-pVDZ and cc-pVTZ. In cc-pVDZ, $\langle\mathbf S^2\rangle=2.47$, $w_0=0.298$, and the gap to full CI exceeds $0.17$ hartree. In these larger bases no pair is forced to $\sigma=1$, so $r=7$ and the exact singlet rule has four points; the four extra pairs have $1-\sigma^2<0.006$, and two points err by about $10^{-4}$ hartree.

With a single point at $x=0$, (\ref{err}) gives $F_1(0,2)=-\tfrac12\cdot\tfrac32\cdot\tfrac23=-\tfrac12$, while odd spins drop out because $d^{S'}_{00}$ is odd in $x$. The norm becomes $0.29122-\tfrac12\times0.20897=0.18674$. The quintet, at $E_2=-107.39797$ hartree, enters with a negative weight and pushes the energy down:
\begin{equation}
E=-107.45581-\frac{0.10449}{0.18674}\times0.05784
=-107.48817\ \text{hartree}.
\end{equation}
This lies $0.0047$ hartree below the full CI singlet in STO-3G. In larger bases, where more correlation energy is missing, the one-point energy stays above full CI (by more than $0.04$ hartree in 6-31G and $0.14$ in cc-pVDZ), although it still lies about $0.034$ hartree below the projected singlet. The upper-bound property is lost: with one positive and one negative weight, the ratio lies outside the interval between $E_0$ and $E_2$, here below $E_0$, and need not be the expectation value of $H$ in any state. An energy that looks better is here purely a quadrature error.

For the triplet, two points instead of three admit the septet with factor $-\tfrac23$ and lower the energy by $0.0050$ hartree. For the quintet with two points and the septet with three, one fewer than required in each case, the result is different: the nodes are the zeros of $d^S_{00}=P_S$ itself. All filter factors vanish, and the energy ratio becomes $0/0$, as for the triplet of two electrons with one point. The norm is therefore worth examining together with the energy. The numerical output lists the factors for all four spins.

\section*{Numbers as computed}
\begin{verbatim}
Largest error of three-angle group integral: 5.8e-15
Rules scanned for the order theorem: 273
N2 bond length: 1.80 angstrom, basis STO-3G
Spatial orbitals 10, alpha and beta electrons (7, 7)
UHF energy: -107.431408 hartree, <S^2> = 2.532527
Singular values sigma: 1.000000 1.000000 1.000000 1.000000 0.636881 0.175864 0.175864
Pairs with sigma below 1: r = 3, Smax = 3
S=0: weight 0.291224, energy -107.455807 hartree, points needed 2
S=1: weight 0.471897, energy -107.437977 hartree, points needed 3
S=2: weight 0.208970, energy -107.397967 hartree, points needed 3
S=3: weight 0.027909, energy -107.316142 hartree, points needed 4
Singlet with two points:
  x=-0.577350, beta=125.2644 degrees, weight=1.000000, f=0.029516, H/f=-107.569555 hartree
  x=+0.577350, beta=54.7356 degrees, weight=1.000000, f=0.552931, H/f=-107.449735 hartree
  norm=0.291224, energy=-107.455807 hartree
One point too few:
  S=0, n=1: factors for S'=0..3: +1.000000 +0.000000 -0.500000 +0.000000; norm +0.186738
    energy ratio -107.488170 hartree
  S=1, n=2: factors for S'=0..3: +0.000000 +1.000000 +0.000000 -0.666667; norm +0.453291
    energy ratio -107.442978 hartree
  S=2, n=2: factors for S'=0..3: -0.000000 +0.000000 +0.000000 -0.000000; norm -0.000000
  S=3, n=3: factors for S'=0..3: +0.000000 +0.000000 +0.000000 +0.000000; norm +0.000000
Full CI singlet, same basis: -107.483457 hartree
Lowering UHF to projected singlet: 0.024399 hartree = 0.6639 eV
Projected singlet above full CI: 0.027650 hartree = 0.7524 eV
\end{verbatim}
